# The level-set equation and its invariance under smooth increasing relabelling

## A factor of 1.5 that leaves no trace

A rippled surface is etched for 40 s. Two functions describe it, and each vanishes on the initial surface. At one point on the flank of the ripple, the first function initially changes at 2.0905 nm/s and the second at 3.1358 nm/s, which is 1.5 times as fast. Each function is then evolved on its own by the same equation. At the end both place the surface above that lateral position at the same height, −83.5033 nm. Why does the factor 1.5 not move the surface?

Conventions: $x$ is lateral and $z$ points up. A function $\phi(\mathbf x,t)$, the label, is negative in the solid, positive in the gas and zero on the surface $\Gamma(t)$. The unit normal $\mathbf n$ points from solid to gas. The normal speed $F$ is the speed along $\mathbf n$, so $F>0$ is growth and $F<0$ is etching.

## First case: a flat surface

Let the surface be $z=H(t)$, so that $F=dH/dt$. The simplest label is $\phi=z-H(t)$. Its derivatives are $\phi_t=-F$ and $|\nabla\phi|=1$, hence

$$\phi_t+F|\nabla\phi|=-F+F=0 .$$

Now take $\psi=g(z-H)$ with $g(0)=0$ and $g'>0$. The chain rule gives $\psi_t=-g'F$ and $|\nabla\psi|=g'$, so again $\psi_t+F|\nabla\psi|=0$. The label changes $g'$ times as fast at a fixed point, but it is also $g'$ times as steep. The surface speed is the ratio of the two, and $g'$ cancels.

The factor $|\nabla\phi|$ is needed even here. The equation $\phi_t+F=0$ holds for $z-H$ but fails for $2(z-H)$, although both describe the same surface.

## Second case: a tilted plane

Let the surface be $z=mx+c(t)$ with label $\phi=z-mx-c(t)$. Then $\nabla\phi=(-m,1)$, $|\nabla\phi|=\sqrt{1+m^2}$ and

$$\mathbf n=\frac{(-m,1)}{\sqrt{1+m^2}} .$$

In a time $dt$ the plane rises by $c'\,dt$ along $z$. The displacement along the normal is the projection $n_z c'\,dt$, so $F=c'/\sqrt{1+m^2}$. Since $\phi_t=-c'=-F\sqrt{1+m^2}$, the equation $\phi_t+F|\nabla\phi|=0$ holds once more. For $m=0$ it returns to the flat case.

A point riding on this plane may also slide along it without changing the plane. The general derivation has to show that such sliding drops out.

## Any smooth surface

Assume that $\phi$ is twice continuously differentiable near $\Gamma$ and that $|\nabla\phi|>0$ there. The gradient is perpendicular to the level sets and points towards larger $\phi$, that is, into the gas. Therefore

$$\mathbf n=\frac{\nabla\phi}{|\nabla\phi|} .$$

Let $\mathbf x(t)$ be any smooth path that stays on the moving surface. Then $\phi(\mathbf x(t),t)=0$ at all times considered, and differentiation gives

$$\phi_t+\nabla\phi\cdot\mathbf x'=0 .$$

Split the velocity into normal and tangential parts, $\mathbf x'=V\mathbf n+\boldsymbol\tau$ with $\boldsymbol\tau\cdot\mathbf n=0$. Because $\nabla\phi=|\nabla\phi|\mathbf n$,

$$\nabla\phi\cdot\mathbf x'=|\nabla\phi|\,(V+\mathbf n\cdot\boldsymbol\tau)=V|\nabla\phi| .$$

Every path on the surface therefore has the same normal speed at a given point and time,

$$V=-\frac{\phi_t}{|\nabla\phi|} .$$

Such paths exist: the velocity $-\phi_t\nabla\phi/|\nabla\phi|^2$ gives $d\phi/dt=\phi_t-\phi_t=0$, so a path that starts on $\Gamma$ and follows it remains on $\Gamma$.

The surface moves with the prescribed speed when $V=F$. Multiplying by the nonzero factor $|\nabla\phi|$ shows that this is equivalent to

$$\boxed{\phi_t+F|\nabla\phi|=0\quad\text{on }\Gamma(t).}$$

The argument runs in both directions: motion with speed $F$ implies the equation, and the equation implies motion with speed $F$.

### What happens off the surface

Physics supplies $F$ on the surface. To solve a differential equation in a region, one extends $F$ smoothly to the neighbourhood and imposes the equation there too. The other levels then move according to the extension. The zero level obeys the prescribed surface law whatever the extension is. Two extensions thus give the same surface whenever that law has one smooth solution for the given start; for the etching law used below, this follows from its characteristics.

### Limit: a growing cylinder

For a solid cylinder of radius $a(t)$, $F=a'$ on the surface. The label $\phi=r-a$ has $\phi_t=-a'$ and $|\nabla\phi|=1$, and satisfies the equation everywhere away from the axis if $F=a'$ is used at all $r$.

The label $\chi=r^2-a^2$ has $\chi_t=-2aa'$ and $|\nabla\chi|=2r$. With the same extension,

$$\chi_t+F|\nabla\chi|=2a'(r-a),$$

which vanishes on the surface $r=a$ but not beside it. The reason is visible when $\chi$ is written through $\phi$: with $r=\phi+a$,

$$\chi=(\phi+a)^2-a^2=\phi^2+2a(t)\phi .$$

This relabelling depends on time. Its explicit time derivative, $2a'\phi$, is the remainder just found, and it is zero on $\Gamma$. To satisfy the equation in the whole neighbourhood with one and the same extension, I now keep the relabelling independent of time.

## Relabelling in general

Let $\psi=g(\phi)$, where $g$ is twice continuously differentiable, $g(0)=0$ and $g'>0$ over the range of $\phi$ considered. The chain rule gives

$$\psi_t=g'(\phi)\,\phi_t,\qquad \nabla\psi=g'(\phi)\,\nabla\phi .$$

Since $g'$ is positive, $|\nabla\psi|=g'(\phi)|\nabla\phi|$. The normal is unchanged,

$$\frac{\nabla\psi}{|\nabla\psi|}=\frac{g'\,\nabla\phi}{g'\,|\nabla\phi|}=\mathbf n .$$

This holds throughout the neighbourhood, so the curvature $\kappa=\nabla\cdot\mathbf n$ is unchanged as well. If $F$ is a function of position, time, $\mathbf n$ and $\kappa$, both labels assign it the same value. Then

$$\psi_t+F|\nabla\psi|=g'(\phi)\left(\phi_t+F|\nabla\phi|\right)=0 .$$

A strictly increasing $g$ with $g(0)=0$ vanishes at $\phi=0$ and nowhere else, so the zero levels coincide. This is the invariance: the equation keeps its form, and the surface stays where it was.

### Limits of the word "monotonic"

The function $g(\phi)=\phi^3$ is smooth and strictly increasing, but $g'(0)=0$. On the surface $\psi_t=3\phi^2\phi_t=0$ and $\nabla\psi=3\phi^2\nabla\phi=\mathbf 0$. The equation there reads $0=0$ for every $F$, and $\nabla\psi/|\nabla\psi|$ is undefined. To read the speed and the normal from the label on the surface, one needs $g'(0)>0$, not mere monotonicity. The surface itself is not lost: off the surface $g'>0$, so $\phi^3$ satisfies the same equation there, and its zero level is still that of $\phi$.

If $g(0)=c\neq0$, nothing is lost, but the surface is now the level $\psi=c$.

If $g'<0$, then $|\nabla\psi|=-g'|\nabla\phi|$, and

$$\psi_t=g'\phi_t=-g'F|\nabla\phi|=F|\nabla\psi| .$$

The equation becomes $\psi_t-F|\nabla\psi|=0$, with $F$ still measured from solid to gas. The gradient of $\psi$ now points into the solid, and the speed along that direction is $-F$. The motion is the same; its sign is reckoned along the opposite normal.

## An etching law

Take as a model an isotropic etch rate $R_i$, such as uniform chemical attack would give, and a vertical directional part proportional to the flux received per unit area of a tilted facet, $R_vn_z$ with $n_z>0$:

$$F=-(R_i+R_vn_z).$$

Shadowing, re-emission and redeposition are left out, and so is the dependence of the yield per ion on the angle of incidence, which real ion etching has. Substituting $n_z=\phi_z/|\nabla\phi|$ gives

$$\phi_t=-F|\nabla\phi|=R_i|\nabla\phi|+R_v\phi_z .$$

The initial surface is $z=h_0(x)=A\cos kx$, with round model parameters: $A=20$ nm, wavelength $\lambda=200$ nm, $R_i=0.5$ nm/s and $R_v=1.5$ nm/s. Hence $k=2\pi/\lambda=0.031416$ nm⁻¹ and $Ak=0.6283$. The two initial labels are

$$\phi=z-A\cos kx,\qquad \psi=\phi+b\sin k\phi,\qquad bk=0.5 .$$

Here $g'=1+bk\cos k\phi$ lies between 0.5 and 1.5, so it is positive everywhere, and $g'(0)=1.5$.

### The flank at the first instant

At $x=\lambda/4$, $z=0$, the gradient is $\nabla\phi=(Ak,1)$. Its size is $\sqrt{1+0.6283^2}=1.1810$, so $n_z=1/1.1810=0.8467$. The normal speed and the time derivative are

$$F=-(0.5+1.5\times0.8467)=-1.7701\ \text{nm/s},$$

$$\phi_t=0.5\times1.1810+1.5=2.0905\ \text{nm/s}.$$

For the second label, both the gradient and the time derivative are multiplied by 1.5, giving 1.7715 and 3.1358 nm/s. The ratio is $-3.1358/1.7715=-1.770$ nm/s, the same normal speed. This answers the opening question at the first instant. At later times $g(\phi)$ still solves the equation, as shown above, and the separately evolved $\psi$ must equal it if the smooth solution for given initial data is unique. The characteristics show this uniqueness and also give the heights.

### Solution by characteristics

Write $\mathbf p=\nabla\phi$ and differentiate the etching equation with respect to the coordinate $x_j$. The derivative of $|\mathbf p|$ is $\mathbf n\cdot\partial_j\mathbf p$, so

$$\partial_tp_j=R_i\,\mathbf n\cdot\partial_j\mathbf p+R_v\,\partial_jp_z .$$

Mixed derivatives commute, so $\partial_jp_i=\partial_ip_j$. With the vertical unit vector $\mathbf e_z$, this becomes

$$\partial_tp_j=(R_i\mathbf n+R_v\mathbf e_z)\cdot\nabla p_j .$$

Along a path with $\mathbf x'=-(R_i\mathbf n+R_v\mathbf e_z)$, therefore, $dp_j/dt=0$. The gradient and the normal stay constant, and the path is a straight line. The label is constant too:

$$\frac{d\phi}{dt}=\phi_t+\mathbf p\cdot\mathbf x'=\phi_t-R_i|\mathbf p|-R_vp_z=0 .$$

A path that starts on the surface at $x_0$ thus stays on it, and

$$x=x_0-R_it\,n_x(x_0),\qquad z=h_0(x_0)-R_it\,n_z(x_0)-R_vt,$$

$$n_x=\frac{-h_0'}{\sqrt{1+h_0'^2}},\qquad n_z=\frac{1}{\sqrt{1+h_0'^2}} .$$

The initial data fix these paths, so the smooth solution is unique as long as they do not cross.

Two limits check the formula. For $R_i=0$ the profile descends rigidly by $R_vt$. For $R_v=0$ each point moves a distance $R_it$ along its initial normal into the solid, and the new profile is parallel to the old one.

### Heights after 40 s

At the crest and the trough $n_x=0$ and $n_z=1$, so both descend by $(0.5+1.5)\times40=80$ nm. The crest goes from 20 to −60 nm and the trough from −20 to −100 nm. The peak-to-valley height remains 40 nm while the surface is smooth.

On the flank, at fixed $x=\lambda/4$, the surface ends at −83.5033 nm. Its initial rate of descent would give $2.0905\times40=83.62$ nm, slightly too much. To see why, write the surface as $z=h(x,t)$ and insert $\phi=z-h$:

$$h_t=-\left(R_i\sqrt{1+h_x^2}+R_v\right).$$

Steeper places descend faster. The point $x=\lambda/4$ is initially the steepest one. Since $n_x>0$ there, the path that arrives at it later comes from $x_0>\lambda/4$, where the initial slope was smaller, and brings that slope along. The local descent therefore slows down.

### Tests by independent motion

The characteristic heights were tested against the two labels, evolved separately by the level-set equation. At crest, flank and trough all three agree to the four decimals printed. At the end, $\psi$ and $g(\phi)$ differ by at most $1.1\times10^{-8}$ nm on the grid.

A further test uses no label to move the surface. Markers are pushed with velocity $F\mathbf n$, where $\mathbf n$ comes from the tangent of the marker curve itself. After 40 s the markers examined lie within $4.5\times10^{-6}$ nm of the zero level of either label. They do not follow the characteristics: the two velocities share the normal component $-(R_i+R_vn_z)=F$ but differ tangentially where the surface is tilted. That they trace the same surface shows the tangential freedom at work.

## Curvature and the end of smoothness

How the crest changes follows from the map $x_0\mapsto x$. Near $x_0=0$, $h_0'\approx-Ak^2x_0$, so $n_x\approx x_0/\rho_0$ with

$$\rho_0=\frac1{Ak^2}=50.661\ \text{nm}.$$

The normal is carried along while the position contracts as $x\approx x_0(1-R_it/\rho_0)$. Expressed through the new position,

$$n_x\approx\frac{x_0}{\rho_0}=\frac{x}{\rho_0-R_it} .$$

At the crest $\mathbf n=\mathbf e_z$. Differentiating $\mathbf n\cdot\mathbf n=1$ with respect to $z$ gives $\partial_zn_z=0$ there, so $\kappa=\partial_xn_x$ and the radius of curvature is

$$\rho(t)=\frac1\kappa=\rho_0-R_it .$$

After 40 s it is $50.661-20=30.661$ nm. The divergence of the normal, computed from each label, gives this same value, which tests the invariance of $\kappa$. The directional rate does not appear, because with an angle-independent yield it shifts all points of the surface equally. A yield that rises as $1+f\theta^2/2$ at small incidence angle $\theta\approx|h_x|$ would add $R_vf\,h_x^2/2$ to the rate of descent, of the same form as the isotropic $R_ih_x^2/2$, and the crest radius would shrink at $R_i+fR_v$. At the trough the curvature has the opposite sign, and its radius grows by 20 nm. In this model the isotropic part of the etch sharpens the crests and widens the troughs, although the peak-to-valley height is unchanged.

Smoothness ends when neighbouring characteristics meet, that is, when

$$\frac{dx}{dx_0}=1-R_it\,\frac{dn_x}{dx_0}=0,\qquad \frac{dn_x}{dx_0}=\frac{-h_0''}{(1+h_0'^2)^{3/2}} .$$

The last expression is at most $Ak^2$, and it reaches this value at the crest. The crest is therefore where smoothness first fails, at $t=\rho_0/R_i=101.3$ s. At that moment the curvature of the crest becomes infinite, although the slope is still continuous. Afterwards the crest is a corner, where $\nabla\phi$ has no single value and the derivation above no longer applies. The 40 s run ends well before this.

## Changing the rule on purpose

**Another extension.** Multiply $F$ by $1+0.1\sin k\phi$. The factor is 1 on the surface, so the surface should not notice. The markers are again within $4.5\times10^{-6}$ nm of the zero level, while $\phi$ elsewhere changes by up to 8.36 nm.

The size of that change can be understood. On a level $\phi=c$ the factor is a constant, so this level follows the old law with its clock running faster or slower by at most 10 %. After 40 s the clock is off by at most 4 s. Under the old law the label keeps the form $\phi=z-h(x,t)$, so the change of the label at a point equals the vertical shift of the level that the new law brings there. Slopes are carried unchanged along the characteristics, so the largest vertical rate stays at 2.0905 nm/s. This bounds the change by $4\times2.0905=8.36$ nm. The bound is nearly reached because the steepest slope moves sideways by less than $R_i\times4\ \text{s}=2$ nm in that time.

**A decreasing label.** For $\psi=-g(\phi)$, the equation $\psi_t-F|\nabla\psi|=0$ reproduces the marker surface to the same accuracy. With the sign left as $+F$, and $n_z$ inside $F$ still taken along the normal from solid to gas, the surface moves at $+2$ nm/s at the crest instead of $-2$ nm/s. The crest rises to $20+2\times40=100$ nm, as the run confirms: etching has turned into growth. If $n_z$ is instead read from $\nabla\psi$, so that $\psi_t=R_i|\nabla\psi|+R_v\psi_z$ is used unchanged, the isotropic part reverses and the directional part does not: at the crest $\psi_z<0$ gives $\psi_t=(R_v-R_i)\psi_z$, and the crest moves at $R_i-R_v=-1$ nm/s.

**A speed that reads the label.** Suppose $n_z$ is replaced by the bare derivative of the label,

$$F_{\text{faulty}}=-(R_i+R_v\phi_z).$$

For $\phi=z-h$ we have $\phi_z=1$, which equals $n_z$ at the crest. After 5 s the crest is at 10.000 nm, the same as with the correct speed, so its height does not reveal the fault. For the second label the derivative at the surface starts at 1.5, and the crest starts down at $0.5+1.5\times1.5=2.75$ nm/s instead of 2 nm/s. After 5 s it stands at 6.325 nm. With the correct speed both labels give 10.000 nm.

The descent of 13.675 nm is a little less than $2.75\times5=13.75$ nm. On the symmetry line $x=0$ we have $\psi_x=0$, so with $q=\psi_z$ the faulty equation reads $\psi_t=R_iq+R_vq^2$. Differentiating it with respect to $z$ gives

$$q_t=(R_i+2R_vq)\,q_z .$$

Thus $q$ is constant along $z'=-(R_i+2R_vq)$, while the label changes at the rate

$$\frac{d\psi}{dt}=R_iq+R_vq^2-(R_i+2R_vq)q=-R_vq^2 .$$

The value of $q$ that reaches the surface at time $t$ therefore started on a level with $\psi=R_vq^2t>0$, above the surface, where $g'$ was below 1.5. The crest slows accordingly. Here the arbitrary spacing of the levels steers the surface, which is the dependence that invariance excludes.

The numerical output lists the heights and distances used in these comparisons.

## Calculated quantities

```
wavelength = 200 nm, amplitude A = 20 nm
k = 0.031416 1/nm, A*k = 0.6283
R_iso = 0.5 nm/s, R_dir = 1.5 nm/s, time = 40 s
relabelling: b = 15.915 nm, b*k = 0.5, g'(0) = 1.5
Flank x = lambda/4, z = 0, t = 0:
 phi: time derivative = 2.0905 nm/s, |grad| = 1.1810
 phi: n_z = 0.8467, normal speed F = -1.7701 nm/s
 psi: time derivative = 3.1358 nm/s, |grad| = 1.7715
 psi: n_z = 0.8467, normal speed F = -1.7701 nm/s
Surface heights at t = 40 s (nm):
 crest, x = 0: characteristics -60.0000, phi -60.0000, psi -60.0000
 flank, x = lambda/4: characteristics -83.5033, phi -83.5033, psi -83.5033
 trough, x = lambda/2: characteristics -100.0000, phi -100.0000, psi -100.0000
largest marker distance, phi: 4.5e-06 nm
largest marker distance, psi: 4.5e-06 nm
largest |psi - g(phi)| on the grid at the end: 1.1e-08 nm
crest radius at t = 0: 50.661 nm
crest radius at the end, formula: 30.661 nm
crest radius at the end, phi: 30.661 nm
crest radius at the end, psi: 30.661 nm
time at which the crest radius vanishes: 101.3 s
other extension, marker distance: 4.5e-06 nm
other extension, largest change of phi: 8.36 nm
decreasing label, right sign, marker distance: 4.5e-06 nm
decreasing label, wrong sign, crest height: 100.00 nm
Crest height after 5 s (nm):
 correct speed: phi 10.000, psi 10.000
 faulty speed:  phi 10.000, psi 6.325
```
